# LAPW matching coefficients for symmetry-equivalent atoms: test program

```python
# RESULT UNDER TEST
# Equivalent atoms: tau_atom = R tau_1 + t, local coordinates rho given by
# r = tau_atom + R rho.  LAPW matching coefficients in the local frame obey
#     A_atom(K) = exp(i K.t) A_1(R^-1 K),   same for B.
# If only the proper part P = det(R) R rotates K, a factor det(R)^l is needed.
# K = k + G: wave vector; S: sphere radius; A, B multiply u_l and its energy
# derivative udot_l.  Internally Hartree atomic units; output in eV, angstrom.
import math
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import solve_ivp
from scipy.linalg import expm
from scipy.spatial.transform import Rotation
from scipy.special import lpmv, spherical_jn

BOHR = physical_constants["Bohr radius"][0] * 1e10
HARTREE = physical_constants["Hartree energy in eV"][0]
LMAX = 10
a_ang, c_ang, S_ang = 8.0, 7.0, 1.0
well_eV, energy_eV = 30.0, 5.0
dipole_eV, quad_eV, octu_eV = 2.0, 3.0, 4.0
S = S_ang / BOHR
well, energy = well_eV / HARTREE, energy_eV / HARTREE
cell = np.diag([a_ang, a_ang, c_ang]) / BOHR
recip = 2 * np.pi * np.linalg.inv(cell).T
volume = np.linalg.det(cell)
x_rep = np.array([0.15, 0.10, 0.20])
tau_rep = cell @ x_rep
l_of = np.array([l for l in range(LMAX + 1) for m in range(-l, l + 1)])
m_of = np.array([m for l in range(LMAX + 1) for m in range(-l, l + 1)])


def harmonics(vectors):
    v = np.atleast_2d(vectors)
    ct = v[:, 2] / np.linalg.norm(v, axis=1)
    phi = np.arctan2(v[:, 1], v[:, 0])
    out = np.zeros((len(v), len(l_of)), complex)
    for l in range(LMAX + 1):
        for m in range(l + 1):
            norm = math.sqrt((2 * l + 1) / (4 * math.pi)
                             * math.factorial(l - m) / math.factorial(l + m))
            y = norm * lpmv(m, l, ct) * np.exp(1j * m * phi)
            out[:, l * l + l + m] = y
            out[:, l * l + l - m] = (-1) ** m * y.conj()
    return out


# ---- space group by closure; translations are stored in half lattice units
generators = [(np.array([[0, -1, 0], [1, 0, 0], [0, 0, 1]]), np.array([0, 1, 1])),
              (-np.eye(3, dtype=int), np.array([0, 0, 0]))]
group = [(np.eye(3, dtype=int), np.array([0, 0, 0]))]
keys = {(tuple(group[0][0].ravel()), tuple(group[0][1]))}
for W, h in group:                      # the list grows while it is scanned
    for Wg, hg in generators:
        Wn, hn = Wg @ W, (Wg @ h + hg) % 2
        key = (tuple(Wn.ravel()), tuple(hn))
        if key not in keys:
            keys.add(key)
            group.append((Wn, hn))
assert len(group) == 8 and len({k[0] for k in keys}) == 8

atoms = []
for W, h in group:
    frac = W @ x_rep + h / 2
    shift = -np.floor(frac)
    R = cell @ W @ np.linalg.inv(cell)
    assert np.allclose(R.T @ R, np.eye(3))
    atoms.append(dict(R=R, det=int(round(np.linalg.det(R))),
                      t=cell @ (h / 2 + shift), tau=cell @ (frac + shift),
                      x=frac + shift, tfrac=h / 2 + shift))
distances = [np.linalg.norm(p["tau"] - q["tau"] + cell @ np.array([i, j, k]))
             for p in atoms for q in atoms
             for i in (-1, 0, 1) for j in (-1, 0, 1) for k in (-1, 0, 1)]
nearest = min(d for d in distances if d > 1e-8)
assert min(np.linalg.norm(p["tau"] - q["tau"]) for i, p in enumerate(atoms)
           for q in atoms[:i]) > 2 * S
assert nearest > 2 * S
target = np.array([[0, 1, 0], [-1, 0, 0], [0, 0, -1]])
focus = next(at for at in atoms if np.allclose(at["R"], target))

# ---- radial functions u_l = r^l f and their energy derivatives
nodes, weights = np.polynomial.legendre.leggauss(24)
radii, w_rad = S * (nodes + 1) / 2, S * weights / 2


def radial(l):
    def rhs(r, y):
        q = 2 * (energy + well * (1 - (r / S) ** 2))
        d = 2 * (l + 1) / r
        return [y[1], -d * y[1] - q * y[0],
                y[3], -d * y[3] - q * y[2] - 2 * y[0]]
    r0 = 1e-3
    f2 = -2 * (energy + well) / (2 * l + 3)
    g2 = -2 / (2 * l + 3)
    start = [1 + f2 * r0 ** 2 / 2, f2 * r0, g2 * r0 ** 2 / 2, g2 * r0]
    grid = np.append(radii, S)
    sol = solve_ivp(rhs, (r0, S), start, method="DOP853", t_eval=grid,
                    rtol=1e-11, atol=1e-13, max_step=S / 40)
    assert sol.success
    val = sol.y[[0, 2]] * grid ** l
    slope = sol.y[[1, 3], -1] * S ** l
    if l > 0:
        slope = slope + l * S ** (l - 1) * sol.y[[0, 2], -1]
    norm = math.sqrt(np.sum(w_rad * radii ** 2 * val[0, :-1] ** 2))
    val, slope = val / norm, slope / norm
    mix = np.sum(w_rad * radii ** 2 * val[0, :-1] * val[1, :-1])
    val[1] -= mix * val[0]
    slope[1] -= mix * slope[0]
    return val[:, :-1], val[:, -1], slope


rad = [radial(l) for l in range(LMAX + 1)]
U = np.array([x[0] for x in rad]).transpose(1, 0, 2)     # (2, l, radius)
edge = np.array([x[1] for x in rad]).T                   # (2, l)
slope = np.array([x[2] for x in rad]).T
wronskian = S ** 2 * (slope[0] * edge[1] - edge[0] * slope[1])
assert np.allclose(wronskian, 2, atol=1e-7)


def matching(K, tau):
    """Matching coefficients at centre tau with unrotated axes."""
    q = np.linalg.norm(K)
    ls = np.arange(LMAX + 1)
    j = spherical_jn(ls, q * S)
    dj = q * spherical_jn(ls, q * S, derivative=True)
    det = edge[0] * slope[1] - slope[0] * edge[1]
    ab = np.array([(j * slope[1] - dj * edge[1]) / det,
                   (edge[0] * dj - slope[0] * j) / det])
    angular = (4 * np.pi * 1j ** l_of * harmonics(K)[0].conj()
               * np.exp(1j * K @ tau) / math.sqrt(volume))
    return ab[:, l_of] * angular


def from_representative(K, at):
    return np.exp(1j * K @ at["t"]) * matching(at["R"].T @ K, tau_rep)


def parity_omitted(K, at):
    P = at["det"] * at["R"]
    return np.exp(1j * K @ at["tau"]) * matching(P.T @ K, np.zeros(3))


def phase_omitted(K, at):
    return matching(at["R"].T @ K, tau_rep)


k_frac = np.array([0.2, 0.1, 0.3])
G1, G2 = np.array([1, 2, -1]), np.array([-1, 1, 1])
K1, K2 = recip @ (k_frac + G1), recip @ (k_frac + G2)

# ---- angular quadrature
ct, wt = np.polynomial.legendre.leggauss(20)
phi = 2 * np.pi * np.arange(40) / 40
C, F = np.meshgrid(ct, phi, indexing="ij")
st = np.sqrt(1 - C ** 2)
dirs = np.stack([st * np.cos(F), st * np.sin(F), C], axis=-1).reshape(-1, 3)
w_ang = np.repeat(wt, 40) * 2 * np.pi / 40
Y = harmonics(dirs)
assert np.allclose(Y.conj().T @ (w_ang[:, None] * Y), np.eye(len(l_of)), atol=1e-11)

# ---- coefficients from their definition: project value and slope, then solve
matrices = np.array([[edge[0], edge[1]], [slope[0], slope[1]]]).transpose(2, 0, 1)
projection_error = boundary_error = 0.0
for at in atoms:
    for K in (K1, K2):
        turned = dirs @ at["R"].T
        wave = np.exp(1j * (at["tau"] + S * turned) @ K) / math.sqrt(volume)
        wave_slope = 1j * (turned @ K) * wave
        data = np.stack([Y.conj().T @ (w_ang * wave),
                         Y.conj().T @ (w_ang * wave_slope)], axis=1)
        defined = np.linalg.solve(matrices[l_of], data[:, :, None])[:, :, 0].T
        derived = from_representative(K, at)
        projection_error = max(projection_error, abs(defined - derived).max())
        inside = Y @ (derived * edge[:, l_of]).sum(axis=0)
        inside_slope = Y @ (derived * slope[:, l_of]).sum(axis=0)
        boundary_error = max(boundary_error,
                             abs(inside - wave).max() * math.sqrt(volume),
                             abs(inside_slope - wave_slope).max()
                             * math.sqrt(volume) / np.linalg.norm(K))
assert projection_error < 1e-10
assert boundary_error < 1e-5            # remaining error is the cutoff in l

# ---- rotated G stays in the reciprocal lattice; lattice shift gives exp(ik.T)
for at in atoms:
    for G in (G1, G2):
        n = cell.T @ at["R"].T @ recip @ G / (2 * np.pi)
        assert np.allclose(n, np.round(n), atol=1e-10)
T = cell @ np.array([1, -2, 1])
for K in (K1, K2):
    assert np.allclose(matching(K, tau_rep + T),
                       np.exp(1j * (recip @ k_frac) @ T) * matching(K, tau_rep))

# ---- rotation matrices from angular-momentum operators
size = len(l_of)
Lz = np.diag(m_of).astype(complex)
Lp = np.zeros((size, size), complex)
for i in range(size):
    l, m = l_of[i], m_of[i]
    if m < l:
        Lp[i + 1, i] = math.sqrt(l * (l + 1) - m * (m + 1))
Lx, Ly = (Lp + Lp.conj().T) / 2, (Lp - Lp.conj().T) / 2j


def rotation_matrix(R):
    det = int(round(np.linalg.det(R)))
    v = Rotation.from_matrix(det * R).as_rotvec()
    proper = expm(-1j * (v[0] * Lx + v[1] * Ly + v[2] * Lz))
    return (float(det) ** l_of)[:, None] * proper


for at in atoms:
    D = rotation_matrix(at["R"])
    assert np.allclose(from_representative(K1, at) @ D.T,
                       matching(K1, at["tau"]), atol=1e-10)
Q = -Rotation.from_rotvec([0.4, -0.7, 1.1]).as_matrix()
general = matching(Q.T @ K1, np.zeros(3)) @ rotation_matrix(Q).T
general_error = abs(general - matching(K1, np.zeros(3))).max()
assert general_error < 1e-10


# ---- potential terms in the local frame: (power of r/S, strength, angle part)
terms = {"overlap": [(0, 1.0, lambda d: np.ones(len(d)))],
         "even": [(2, quad_eV / HARTREE, lambda d: d[:, 0] * d[:, 1])],
         "odd": [(1, dipole_eV / HARTREE, lambda d: d[:, 0]),
                 (3, octu_eV / HARTREE, lambda d: d[:, 0] * d[:, 1] * d[:, 2])]}


def local_matrix(kind):
    total = np.zeros((2, size, 2, size), complex)
    for power, strength, angle in terms[kind]:
        wr = w_rad * radii ** 2 * (radii / S) ** power
        radial_part = np.einsum("plr,qkr,r->plqk", U, U, wr)
        radial_part = radial_part[:, l_of][:, :, :, l_of]
        angular = Y.conj().T @ ((w_ang * angle(dirs))[:, None] * Y)
        total += strength * radial_part * angular[None, :, None, :]
    return total.reshape(2 * size, 2 * size)


tmat = {kind: local_matrix(kind) for kind in terms}


def element(rule, kind, at, Ka, Kb):
    return rule(Ka, at).ravel().conj() @ tmat[kind] @ rule(Kb, at).ravel()


def direct(kind, at, Ka, Kb):
    """Integral over the sphere in global axes; K is never rotated."""
    psi = []
    for K in (Ka, Kb):
        coef = matching(K, at["tau"])
        psi.append(sum((coef[p] * Y) @ U[p][l_of] for p in (0, 1)))
    local_dirs = dirs @ at["R"]
    pot = sum(strength * np.outer(angle(local_dirs), (radii / S) ** power)
              for power, strength, angle in terms[kind])
    return np.sum(w_ang[:, None] * (w_rad * radii ** 2) * psi[0].conj() * pot * psi[1])


direct_error = 0.0
for at in atoms:
    for kind in terms:
        good = element(from_representative, kind, at, K1, K2)
        bad = element(parity_omitted, kind, at, K1, K2)
        direct_error = max(direct_error, abs(good - direct(kind, at, K1, K2)))
        sign = at["det"] if kind == "odd" else 1
        assert abs(bad - sign * good) < 1e-12
assert direct_error < 1e-12
assert abs(element(from_representative, "odd", focus, K1, K2)) > 1e-7


def total(rule, Ka, Kb):
    return sum(element(rule, kind, at, Ka, Kb)
               for at in atoms for kind in ("even", "odd"))


def symmetry_violation(rule, at):
    Ra, Rb = at["R"] @ K1, at["R"] @ K2
    expected = np.exp(-1j * (Ra - Rb) @ at["t"]) * total(rule, K1, K2)
    return abs(total(rule, Ra, Rb) - expected)


good_violation = max(symmetry_violation(from_representative, at) for at in atoms)
bad_violation = symmetry_violation(parity_omitted, focus)
assert good_violation < 1e-12
assert bad_violation > 1e-8


def show(z, digits=6):
    return f"{z.real:+.{digits}f} {z.imag:+.{digits}f} i"


def vec(v, digits=4):
    return "(" + ", ".join(f"{x + 0.0:.{digits}f}" for x in v) + ")"


print(f"cell a, c; sphere radius S: {a_ang}, {c_ang}; {S_ang} angstrom")
print(f"well depth, linearization energy: {well_eV}, {energy_eV} eV")
print(f"odd x, even xy, odd xyz strengths: {dipole_eV}, {quad_eV}, {octu_eV} eV")
print(f"atoms in orbit: {len(atoms)}; largest l: {LMAX}")
print(f"nearest distance: {nearest * BOHR:.4f} angstrom")
print("representative, fractional:", vec(x_rep))
print("featured R, rows:", np.rint(focus["R"]).astype(int).tolist())
print("featured det R:", focus["det"])
print("featured t, fractional:", vec(focus["tfrac"]))
print("featured atom, fractional:", vec(focus["x"]))
print("k, reciprocal-lattice units:", vec(k_frac))
print("G and second G, integers:", G1.tolist(), G2.tolist())
print("K:", vec(K1 / BOHR), "1/angstrom")
print("second K:", vec(K2 / BOHR), "1/angstrom")
Kr = focus["R"].T @ K1
print("R^-1 K:", vec(Kr / BOHR), "1/angstrom")
print("R^-1 k, reciprocal units:",
      vec(cell.T @ focus["R"].T @ recip @ k_frac / (2 * np.pi)))
print("R^-1 G, integers:",
      np.rint(cell.T @ focus["R"].T @ recip @ G1 / (2 * np.pi)).astype(int).tolist())
print(f"|K| S: {np.linalg.norm(K1) * S:.5f} (dimensionless)")
print(f"K.t: {K1 @ focus['t']:.6f} rad")
print("exp(i K.t):", show(np.exp(1j * K1 @ focus["t"])))
rep_coef = matching(Kr, tau_rep)
foc_coef = from_representative(K1, focus)
bad_coef = parity_omitted(K1, focus)
for l, m in ((0, 0), (1, 0), (2, 1), (3, 2)):
    i = l * l + l + m
    print(f"A_1(R^-1 K), l={l} m={m}:", show(rep_coef[0, i]))
    print(f"A_atom(K), l={l} m={m}:", show(foc_coef[0, i]))
    print(f"  same, parity omitted:", show(bad_coef[0, i]))
    print(f"B_atom(K), l={l} m={m}:", show(foc_coef[1, i] * HARTREE), "eV")
print("featured sphere overlap:",
      show(element(from_representative, "overlap", focus, K1, K2), 8))
for kind in ("even", "odd"):
    print(f"featured {kind} potential element:",
          show(element(from_representative, kind, focus, K1, K2) * HARTREE, 8), "eV")
print("  odd element, parity omitted:",
      show(element(parity_omitted, "odd", focus, K1, K2) * HARTREE, 8), "eV")
print("sum over atoms, correct:",
      show(total(from_representative, K1, K2) * HARTREE, 8), "eV")
print("sum, parity omitted:", show(total(parity_omitted, K1, K2) * HARTREE, 8), "eV")
print("sum, exp(i K.t) omitted:",
      show(total(phase_omitted, K1, K2) * HARTREE, 8), "eV")
print(f"symmetry violation, correct: {good_violation * HARTREE:.1e} eV")
print(f"symmetry violation, parity omitted: {bad_violation * HARTREE:.3e} eV")
print(f"largest boundary mismatch: {boundary_error:.1e} (relative)")
print(f"largest projection difference, a.u.: {projection_error:.1e}")
print(f"general improper rotation difference, a.u.: {general_error:.1e}")
print(f"largest direct-integral difference, a.u.: {direct_error:.1e}")
print("PASS")
```

Printed output:

```
cell a, c; sphere radius S: 8.0, 7.0; 1.0 angstrom
well depth, linearization energy: 30.0, 5.0 eV
odd x, even xy, odd xyz strengths: 2.0, 3.0, 4.0 eV
atoms in orbit: 8; largest l: 10
nearest distance: 2.1564 angstrom
representative, fractional: (0.1500, 0.1000, 0.2000)
featured R, rows: [[0, 1, 0], [-1, 0, 0], [0, 0, -1]]
featured det R: -1
featured t, fractional: (0.0000, 0.5000, 0.5000)
featured atom, fractional: (0.1000, 0.3500, 0.3000)
k, reciprocal-lattice units: (0.2000, 0.1000, 0.3000)
G and second G, integers: [1, 2, -1] [-1, 1, 1]
K: (0.9425, 1.6493, -0.6283) 1/angstrom
second K: (-0.6283, 0.8639, 1.1669) 1/angstrom
R^-1 K: (-1.6493, 0.9425, 0.6283) 1/angstrom
R^-1 k, reciprocal units: (-0.1000, 0.2000, -0.3000)
R^-1 G, integers: [-2, 1, 1]
|K| S: 2.00084 (dimensionless)
K.t: 4.398230 rad
exp(i K.t): -0.309017 -0.951057 i
A_1(R^-1 K), l=0 m=0: +0.068367 -0.024614 i
A_atom(K), l=0 m=0: -0.044536 -0.057415 i
  same, parity omitted: -0.044536 -0.057415 i
B_atom(K), l=0 m=0: +0.267453 +0.344798 i eV
A_1(R^-1 K), l=1 m=0: +0.007244 +0.020122 i
A_atom(K), l=1 m=0: +0.016898 -0.013108 i
  same, parity omitted: -0.016898 +0.013108 i
B_atom(K), l=1 m=0: +0.001035 -0.000803 i eV
A_1(R^-1 K), l=2 m=1: -0.011091 -0.001945 i
A_atom(K), l=2 m=1: +0.001578 +0.011149 i
  same, parity omitted: +0.001578 +0.011149 i
B_atom(K), l=2 m=1: +0.004471 +0.031590 i eV
A_1(R^-1 K), l=3 m=2: +0.002348 -0.002829 i
A_atom(K), l=3 m=2: -0.003416 -0.001359 i
  same, parity omitted: +0.003416 +0.001359 i
B_atom(K), l=3 m=2: -0.015009 -0.005970 i eV
featured sphere overlap: +0.00549831 +0.00178651 i
featured even potential element: +0.00068675 +0.00022314 i eV
featured odd potential element: -0.00055187 +0.00169847 i eV
  odd element, parity omitted: +0.00055187 -0.00169847 i eV
sum over atoms, correct: -0.01241246 -0.00000000 i eV
sum, parity omitted: -0.00047327 -0.01681668 i eV
sum, exp(i K.t) omitted: +0.00073777 +0.00000000 i eV
symmetry violation, correct: 2.4e-17 eV
symmetry violation, parity omitted: 3.363e-02 eV
largest boundary mismatch: 6.0e-07 (relative)
largest projection difference, a.u.: 2.3e-15
general improper rotation difference, a.u.: 1.4e-17
largest direct-integral difference, a.u.: 1.3e-17
PASS
```
